\section*{The Lindhard critical angle from transverse-energy conservation near an atomic row}

\section{What goes wrong without a critical angle}

Suppose the depth profile of an implanted dopant is predicted by treating the crystal as a random arrangement of atoms. An ion that enters nearly parallel to a row of atoms violates this picture. Each atom deflects it slightly away from the row, so the next atom is met at a slightly larger distance than it would otherwise have been. The collisions are correlated, the ion is kept away from the nuclei, and it can travel deeper than the random model predicts. To decide which ions behave in this way, one needs the largest angle to the row at which the steering still works.

For a fast ion the scale of this angle is, in Gaussian units,
\begin{equation}
\psi_1=\sqrt{\frac{2Z_1Z_2e^2}{Ed}} .
\label{psi1}
\end{equation}
Here $Z_1$ and $Z_2$ are the atomic numbers of ion and target atom, $E$ is the kinetic energy of the ion and $d$ the spacing of atoms in the row. In SI units $e^2$ is replaced by $e^2/4\pi\varepsilon_0$.

Conservation of transverse energy gives this scale times a factor of order one. The factor depends on how close to the row an ion may come. Calling $\psi_1$ itself the critical angle is a choice of that distance.

\section{The model and the string potential}

The ion, of mass $M$, speed $v$ and momentum $p=Mv$, is nonrelativistic. The row is straight, isolated and at first rigid. Energy loss to electrons and to recoiling atoms is neglected over one encounter with the row. The interaction of the ion with one atom at distance $R$ is taken as Lindhard's standard potential,
\begin{equation}
V(R)=Z_1Z_2e^2\left[\frac1R-\frac1{\sqrt{R^2+3a^2}}\right],
\end{equation}
with the Thomas--Fermi type screening length
\begin{equation}
a=\left(\frac{9\pi^2}{128}\right)^{1/3}\frac{a_B}{\sqrt{Z_1^{2/3}+Z_2^{2/3}}},
\end{equation}
where $a_B$ is the Bohr radius. At small $R$ this is the bare Coulomb repulsion; at large $R$ it falls off as $R^{-3}$.

Let $z$ run along the row and $r$ be the distance from it, so that $R^2=r^2+z^2$. Spreading the atoms evenly along the row gives the potential of a continuous string,
\begin{equation}
U(r)=\frac1d\int_{-\infty}^{\infty}V\!\left(\sqrt{r^2+z^2}\right)dz .
\end{equation}
Each term alone diverges logarithmically, so we integrate from $-L$ to $L$ first. With $b^2=r^2+3a^2$,
\begin{equation}
\int_{-L}^{L}\left[\frac{1}{\sqrt{r^2+z^2}}-\frac1{\sqrt{b^2+z^2}}\right]dz
=2\,\mathrm{arsinh}\frac Lr-2\,\mathrm{arsinh}\frac Lb .
\end{equation}
For large $u$, $\mathrm{arsinh}\,u\to\ln 2u$. The length $L$ cancels and the limit is $2\ln(b/r)=\ln(b^2/r^2)$. Therefore
\begin{equation}
U(r)=\frac{Z_1Z_2e^2}{d}\ln\left(1+\frac{3a^2}{r^2}\right).
\label{U}
\end{equation}
It is repulsive, decreases with $r$, and vanishes far from the row.

\section{From single collisions to a conserved energy}

An ion passing one atom at distance $r$ feels the radial force $-\partial V/\partial r$. During this collision its path is nearly straight, so $dt=dz/v$ and $r$ may be held fixed. The transverse momentum gained is
\begin{equation}
\Delta p_\perp=-\frac1v\frac{d}{dr}\int_{-\infty}^{\infty}V\,dz=-\frac{d}{v}\,U'(r),
\end{equation}
where the $d$ in front of $U'$ is the row spacing. Division by $p$, with $pv=Mv^2=2E$, gives the change of angle
\begin{equation}
\Delta\psi=-\frac{d}{2E}\,U'(r).
\label{kick}
\end{equation}
Since $U'<0$, the deflection is outward.

Atoms follow each other at time intervals $d/v$. If $r$ changes little between them, the average transverse force is $\Delta p_\perp/(d/v)=-U'(r)$. For motion in a plane containing the row this means
\begin{equation}
M\ddot r=-U'(r).
\end{equation}
Multiplying by $\dot r$ turns the left side into $d(M\dot r^2/2)/dt$ and the right side into $-dU/dt$, so $M\dot r^2/2+U(r)$ is constant. With $\dot r=v\sin\psi$ the first term is $E\sin^2\psi\simeq E\psi^2$, and
\begin{equation}
E_\perp=E\psi^2+U(r)=\text{constant}.
\label{Eperp}
\end{equation}

If the ion does not aim straight at the row, it has an angular momentum $\ell$ about it, and the constant is $M\dot r^2/2+\ell^2/(2Mr^2)+U(r)$. At the closest distance $\dot r=0$, hence $U(r_{\min})=E_\perp-\ell^2/(2Mr_{\min}^2)\le E_\perp$. Because $U$ decreases with $r$, such an ion stays at least as far away as a head-on ion of the same $E_\perp$. The head-on case sets the limit.

\section{The critical angle}

Suppose steering works as long as the ion stays outside some radius $r_c$. Let $\psi$ be the angle far from the row, where $U=0$. The limiting ion turns at $r_c$, where all its transverse energy is potential:
\begin{equation}
E\psi_c^2=U(r_c)=\frac{Z_1Z_2e^2}{d}\ln\left(1+\frac{3a^2}{r_c^2}\right).
\end{equation}
From Eq.~(\ref{psi1}), $Z_1Z_2e^2/d=E\psi_1^2/2$. Substituting and dividing by $E$,
\begin{equation}
\psi_c=\psi_1\left[\frac12\ln\left(1+\frac{3a^2}{r_c^2}\right)\right]^{1/2}.
\label{psic}
\end{equation}
The factor equals one when the logarithm equals 2, that is, at
\begin{equation}
r_c=a\sqrt{\frac{3}{\exp(2)-1}}=0.685\,a .
\end{equation}
A cutoff somewhat inside the screening length thus reproduces $\psi_c=\psi_1$.

Two limits show how the factor behaves. For $r_c\ll a$ it becomes $[\ln(\sqrt3a/r_c)]^{1/2}$, which grows slowly as the cutoff shrinks. For $r_c\gg\sqrt3\,a$, expanding the logarithm gives $\sqrt{3/2}\,a/r_c$: the string is screened and can turn only ions with small angles. In between, write $f=\psi_c/\psi_1$ and $x_c=r_c/a$. Differentiating $f^2=\frac12\ln(1+3/x_c^2)$ gives
\begin{equation}
\frac{d\ln f}{d\ln x_c}=-\frac{3}{2f^2(x_c^2+3)},
\end{equation}
which is $-0.43$ at $f=1$. A cutoff larger by 10\% lowers the angle there by about 4\%.

The angle in Eq.~(\ref{psic}) refers to an ion arriving from far away. An ion that enters the crystal at distance $r_{\rm in}$ from a row, at angle $\psi_{\rm in}$, already has potential energy. In the string model it is steered if
\begin{equation}
\psi_{\rm in}^2\le\psi_c^2-\frac{U(r_{\rm in})}{E}.
\end{equation}
For $r_{\rm in}<r_c$ the right side is negative, so even a perfectly aligned beam contains ions that are not channelled.

\section{When may the row be treated as a string?}

Equation (\ref{Eperp}) rests on smearing out the atoms. To test this step, we keep them separate and measure lengths and angles in natural units:
\begin{equation}
x=\frac ra,\quad \phi=\frac{\psi}{\psi_1},\quad
W(x)=\frac{U}{E\psi_1^2}=\frac12\ln\left(1+\frac3{x^2}\right).
\end{equation}
The reduced transverse energy is $\varepsilon=\phi^2+W$. If $\phi_\infty$ is the distant value of $\phi$, the string model puts the head-on turning point at
\begin{equation}
W(x_m)=\phi_\infty^2,\qquad x_m=\sqrt{\frac{3}{\exp(2\phi_\infty^2)-1}} .
\end{equation}

Over one spacing $d$ the ion moves sideways by $d\psi$, or $\lambda\phi$ in units of $a$, where
\begin{equation}
\lambda=\frac{d\psi_1}{a},\qquad
\lambda^2=\frac{2Z_1Z_2e^2d}{Ea^2}=\frac{E'}{E},\qquad
E'=\frac{2Z_1Z_2e^2d}{a^2}.
\end{equation}
High energy means small $\lambda$.

Follow the ion from the plane halfway before an atom to the plane halfway after it. It flies straight to the atom plane, at $X$, is deflected, and flies straight again. Since $U'=E\psi_1^2W'/a$, Eq.~(\ref{kick}) becomes
\begin{equation}
\kappa\equiv\phi_+-\phi_-=-\tfrac12\lambda W'(X),
\end{equation}
and the end points are $x_\mp=X\mp\lambda\phi_\mp/2$. Let $\bar\phi=(\phi_-+\phi_+)/2$. The kinetic part changes by
\begin{equation}
\phi_+^2-\phi_-^2=2\bar\phi\kappa=-\lambda\bar\phi W'(X).
\end{equation}
The end points are $\lambda\bar\phi$ apart and their midpoint is $X+\lambda\kappa/4$. Expanding about the midpoint, where even terms cancel, and then about $X$,
\begin{align}
W(x_+)-W(x_-)
&=\lambda\bar\phi\,W'\!\left(X+\tfrac14\lambda\kappa\right)+\tfrac1{24}\lambda^3\bar\phi^3W'''+O(\lambda^5)\nonumber\\
&=\lambda\bar\phi W'-\tfrac18\lambda^3\bar\phi W'W''+\tfrac1{24}\lambda^3\bar\phi^3W'''+O(\lambda^5).
\end{align}
The terms of first order cancel in the sum. This is transverse-energy conservation. What remains is
\begin{equation}
\Delta\varepsilon=\lambda^3\bar\phi\left(\frac{\bar\phi^2W'''}{24}-\frac{W'W''}{8}\right)+O(\lambda^5).
\label{deps}
\end{equation}

These small changes do not simply accumulate. Consider
\begin{equation}
G=\frac{\phi^2W''-(W')^2}{24}.
\end{equation}
During the step $x$ changes by $\lambda\bar\phi$ and $\phi$ by $-\lambda W'/2$. The midpoint differs from $X$ by a term of order $\lambda^2$, and a difference taken symmetrically about a midpoint has no second-order term. Hence
\begin{align}
\Delta G&=\lambda\bar\phi\,\frac{\partial G}{\partial x}-\frac{\lambda W'}2\frac{\partial G}{\partial\phi}+O(\lambda^3)\nonumber\\
&=\frac{\lambda}{24}\left[\bar\phi^3W'''-2\bar\phi W'W''-\bar\phi W'W''\right]+O(\lambda^3).
\end{align}
Multiplied by $\lambda^2$, this is the right side of Eq.~(\ref{deps}). So $\varepsilon-\lambda^2G$ changes by $O(\lambda^5)$ per atom. The number of atoms passed in an encounter grows as $1/\lambda$, which leaves a total drift of at most order $\lambda^4$.

Far from the row $G$ vanishes, so the incoming and outgoing transverse energies agree through order $\lambda^2$. At the turning point $\phi=0$, and $\varepsilon$ is temporarily shifted by $-\lambda^2W'(x_m)^2/24$. Relative to the transverse energy the size of this shift is
\begin{equation}
\delta=\frac{\lambda^2W'(x_m)^2}{24\,\phi_\infty^2},\qquad W'(x)=-\frac{3}{x(x^2+3)} .
\label{delta}
\end{equation}
The expansion requires $\delta\ll1$. This is an estimate of the range of validity, not a sharp threshold.

In the numerical output, halving $\lambda$ from 0.1 to 0.05 reduces the largest change of $\varepsilon$ by a factor of 3.99 and that of $\varepsilon-\lambda^2G$ by a factor of 15.9, close to the factors 4 and 16 expected from the orders $\lambda^2$ and $\lambda^4$.

\section{Boron along a silicon row}

Take boron ($Z_1=5$) at $E=2.0$ MeV along a $\langle110\rangle$ row of silicon ($Z_2=14$). The lattice parameter 5.431~\AA\ gives $d=5.431/\sqrt2=3.840$~\AA. The screening length is $a=0.1585$~\AA, and $e^2=14.40$~eV\,\AA. Then
\begin{align}
E\psi_1^2&=\frac{2\times5\times14\times14.40}{3.840}\ \text{eV}=525\ \text{eV},\\
\psi_1&=\sqrt{\frac{525}{2.0\times10^6}}=0.0162\ \text{rad}=0.93^\circ .
\end{align}
An ion of 2 MeV is thus turned back by a potential of a few hundred eV, because the row has to reverse the transverse motion alone. The small-angle step $\sin^2\psi\simeq\psi^2$ costs a relative error of about $\psi_1^2/3\approx10^{-4}$.

The energy that separates the regimes is
\begin{equation}
E'=\frac{2\times5\times14\times14.40\times3.840}{(0.1585)^2}\ \text{eV}\approx308\ \text{keV},
\end{equation}
so $E/E'=6.5$ and $\lambda=3.840\times0.0162/0.1585=0.39$. An ion arriving at $\psi_1$ turns at $0.685\,a=0.109$~\AA. There $\delta=0.010$: the row is close to a continuous string.

The choice of cutoff matters more than this correction:
\begin{center}
\begin{tabular}{cccc}
$r_c/a$ & $\psi_c/\psi_1$ & $\psi_c$ & Moli\`ere $\psi_c/\psi_1$\\
0.40 & 1.22 & $1.13^\circ$ & 1.15\\
0.685 & 1.00 & $0.93^\circ$ & 0.95\\
1.00 & 0.83 & $0.77^\circ$ & 0.81\\
1.50 & 0.65 & $0.60^\circ$ & 0.66
\end{tabular}
\end{center}
The last column uses another screened potential, Moli\`ere's, with the same $a$:
\begin{equation}
V=\frac{Z_1Z_2e^2}{R}\sum_i c_i\exp\!\left(-\frac{b_iR}{a}\right),
\end{equation}
with $c_i=(0.10,0.55,0.35)$ and $b_i=(6,1.2,0.3)$. Setting $z=r\sinh t$ in the line integral gives $dz/R=dt$ and
\begin{equation}
\frac{U}{E\psi_1^2}=\sum_i c_i\int_0^\infty \exp(-b_ix\cosh t)\,dt=\sum_ic_iK_0(b_ix),
\end{equation}
where $K_0$ is a modified Bessel function. The prefactor is again $\psi_1$. For these cutoffs the two potentials differ by at most about 6\% in angle, less than the spread caused by the cutoff.

A direct check solves Newton's equations for the ion in the summed field of the individual atoms, without the impulse approximation. For a head-on ion with $\varepsilon=1$ and one choice of entry position relative to the atom planes, the closest distance is $0.682\,a$ at 2 MeV and $0.685\,a$ at 8 MeV; the string value is $0.685\,a$. The outgoing $\varepsilon$ is 1.00000 in both cases. Since $\varepsilon=1$ means $\psi=\psi_1$ far away, nearly the same turning radius is reached at half the angle when the energy is four times larger. This is the $E^{-1/2}$ law.

\section{Where steering fails}

\subsection{A rigid row at larger angles}

The sequence of free flights and deflections can be followed for many entry phases, that is, positions relative to the atom planes. All runs in this section use head-on ions ($\ell=0$), the least favourable case. Ions that pass the row at a finite impact parameter stay farther out and are disturbed less, so the shares and medians below are not averages over a beam. At $\lambda=0.39$ and $\psi=\psi_1$ the largest relative change of transverse energy after the encounter is below $10^{-7}$, a level at which the finite starting distance of the calculation already contributes. This is far below $\lambda^4\approx0.02$; the expansion above bounds the order of the change but does not explain so small a value.

At $1.5\,\psi_1$ no sampled phase gives a change above 10\%, although the sideways step per atom, $0.59\,a$, is three times the turning radius $0.18\,a$. Requiring the step to be smaller than the turning radius would therefore be too strict. Equation (\ref{delta}) gives $\delta\approx0.08$ here. At $2\,\psi_1$ the string model puts the turning point at $0.032\,a$, where $\delta\approx1.6$, and 98\% of the phases change by more than 10\%. By this measure, the limit of the rigid row at this energy lies between 1.5 and 2 times $\psi_1$. The discreteness of a rigid row is thus not what would single out $\psi_1$ at 2 MeV.

\subsection{A vibrating row}

Real atoms are displaced by thermal motion. An ion whose turning radius is comparable with the displacements meets some atoms much closer than others, and its deflections no longer follow the average force. As a model, let each atom have independent Gaussian displacements of rms size $0.5\,a$ along each of the two transverse axes. This is a round value, not a measured amplitude for silicon.

After one encounter at $\lambda=0.39$, the median relative change of transverse energy is 0.02 at $0.25\,\psi_1$, 0.08 at $0.5\,\psi_1$ and about 0.4 at $\psi_1$. The rigid row conserves the energy at $\psi_1$, so the loss of conservation is due to the displacements. The rms distance of an atom from its row is $\sqrt2\times0.5\,a=0.71\,a$, close to the turning radius $0.685\,a$ of an ion at $\psi_1$ in the rigid row. (Averaging $U$ over the displacements makes the barrier finite, about $1.12\,\psi_1$ in angle, and moves this turning radius in to about $0.60\,a$.) That closeness follows from the amplitude chosen here, and other amplitudes were not tried. The result is consistent with a cutoff of the order of the vibration amplitude, but does not establish it. Over these three angles the change grows gradually, however, so in this model $r_c$ is a convention for the edge of a smooth transition. Repeated encounters with many rows, in which such changes can add up, are outside this model.

\subsection{Lower energies}

For a rigid row and ions at $\psi_1$, no sampled phase shows a change above 10\% at $E=E'$, where $\delta=0.07$. At $E=E'/4$, or 77 keV for the present ion and row, $\delta=0.27$ and 85\% of the phases do. Equation (\ref{psi1}) then no longer gives the limit of steering.

Ions at smaller angles turn farther out and can still be guided. For $x_m\gg\sqrt3$ we have $W\simeq3/(2x^2)$ and $W'\simeq-3/x^3$. The turning condition gives $x_m^2=3/(2\phi_\infty^2)$, and Eq.~(\ref{delta}) becomes
\begin{equation}
\delta\simeq\frac{\lambda^2}{24\phi_\infty^2}\,\frac{9}{x_m^6}
=\frac{\lambda^2}{24\phi_\infty^2}\,\frac{8\phi_\infty^6}{3}
=\frac{\lambda^2\phi_\infty^4}{9}.
\end{equation}
If steering is taken to fail at some fixed $\delta$, the limiting $\phi_\infty$ is proportional to $\lambda^{-1/2}$. In ordinary units,
\begin{equation}
\psi_{\rm limit}\propto\psi_1\sqrt{\frac{a}{d\psi_1}}=\sqrt{\frac{a\psi_1}{d}}\propto E^{-1/4}.
\end{equation}
This estimate needs $\lambda\gg1$, small angles and an isolated row, and leaves the numerical factor open. The exponent comes from the $R^{-3}$ tail of the standard potential. For an exponential tail such as Moli\`ere's, $W'\simeq-bW$ far out, so $\delta\simeq\lambda^2b^2\phi_\infty^2/24$, the limiting $\phi_\infty$ is proportional to $1/\lambda$, and the limiting angle levels off. For boron in silicon the asymptotic range is narrow: taking $\delta=0.2$, a turning point $x_m\approx4$ requires $\lambda\approx16$, or $E\approx1.2$ keV, where the angle is about $11^\circ$ and the turning radius of about 0.6~\AA\ is nearly half the 1.36~\AA\ to the nearest $\langle110\rangle$ row. Within the isolated-row model with the standard potential, the limiting angle still grows as the energy falls, but more slowly than $\psi_1$: the ion must be turned before it reaches the region where it would notice the gaps between atoms.

\section*{Calculated quantities}
\begin{verbatim}
Z1 = 5, Z2 = 14, energy E = 2.0 MeV
e^2 (Gaussian) = 14.3996 eV angstrom
silicon lattice parameter = 5.4310 angstrom
row spacing d = 3.8403 angstrom
screening length a = 0.1585 angstrom
E' = 2 Z1 Z2 e^2 d/a^2 = 308.0 keV
E/E' = 6.493
lam = d psi1/a = 0.3924
psi1 = 0.01620 rad = 0.928 degree
psi1 from esu, erg, cm = 0.01620 rad
E psi1^2 = 524.9 eV
turning radius at psi1 = 0.6852 a = 0.1086 angstrom
r_c/a = 0.400: psi_c/psi1 = 1.221 (Moliere 1.149), psi_c = 1.134 degree
r_c/a = 0.685: psi_c/psi1 = 1.000 (Moliere 0.952), psi_c = 0.928 degree
r_c/a = 1.000: psi_c/psi1 = 0.833 (Moliere 0.810), psi_c = 0.773 degree
r_c/a = 1.500: psi_c/psi1 = 0.651 (Moliere 0.659), psi_c = 0.604 degree
Newton, E = 2.0 MeV, eps_in = 1: r_min/a = 0.6822, eps_out = 1.00000
Newton, E = 8.0 MeV, eps_in = 1: r_min/a = 0.6854, eps_out = 1.00000
map: eps drift ratio, lam 0.1 to 0.05 = 3.987
map: corrected-invariant drift ratio = 15.89
turning-point shift/lam^2: formula = -0.06634, map = -0.06635
formula shift of eps at this lam = -0.01022
static row, psi/psi1 = 0.50: turning radius = 2.1505 a, step = 0.196 a, share of phases with change > 10% = 0.000
static row, psi/psi1 = 1.00: turning radius = 0.6852 a, step = 0.392 a, share of phases with change > 10% = 0.000
static row, psi/psi1 = 1.25: turning radius = 0.3713 a, step = 0.491 a, share of phases with change > 10% = 0.000
static row, psi/psi1 = 1.50: turning radius = 0.1836 a, step = 0.589 a, share of phases with change > 10% = 0.000
static row, psi/psi1 = 2.00: turning radius = 0.0317 a, step = 0.785 a, share of phases with change > 10% = 0.979
static row, psi = psi1: largest change = 7.3e-08
static row, psi = psi1, lam = 0.5 (E/E' = 4.00): share with change > 10% = 0.000
static row, psi = psi1, lam = 1.0 (E/E' = 1.00): share with change > 10% = 0.000
static row, psi = psi1, lam = 2.0 (E/E' = 0.25): share with change > 10% = 0.849
vibration model: rms displacement per axis = 0.5 a
vibrating row, psi/psi1 = 0.25: median relative change of eps = 0.021
vibrating row, psi/psi1 = 0.50: median relative change of eps = 0.080
vibrating row, psi/psi1 = 1.00: median relative change of eps = 0.375
\end{verbatim}
